# The Kohn–Sham Orbital Hessian for Global Hybrid Functionals, part 1

(Sections cited here and not found follow in the second part.)

## First half: rotations, gradient and density terms

A closed-shell molecule is described by \(n\) doubly occupied spatial orbitals. We want the energy change, to second order, when these orbitals are rotated into the empty ones. The coefficients of the quadratic terms form the orbital Hessian. If none of its eigenvalues is zero, it decides whether a self-consistent solution is a minimum with respect to these rotations. Together with the rule for the next step, it also determines how an iteration behaves close to that solution.

The reference orbitals \(\varphi_p(\mathbf r)\) are real and orthonormal, and they span a finite basis. Indices \(i,j,k\) denote occupied orbitals, \(a,b\) virtual ones, and \(p,q\) either kind. Atomic units are used. Two-electron integrals are written as

\[
(pq|rs)=\iint \frac{\varphi_p(\mathbf r)\varphi_q(\mathbf r)\,\varphi_r(\mathbf r')\varphi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
\]

Since the orbitals are real, the two functions within either pair may be exchanged, and so may the two pairs.

The rotated orbitals \(\psi_i\) may be complex. Both spins use the same ones, so the density matrix of one spin and the total density are

\[
P(\mathbf r,\mathbf r')=\sum_i\psi_i(\mathbf r)\psi_i^*(\mathbf r'),\qquad \rho(\mathbf r)=2P(\mathbf r,\mathbf r).
\]

A global hybrid with exact-exchange fraction \(\alpha\) has the energy

\[
E[P]=2\,\mathrm{tr}(hP)+\frac12\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}+E_{xc}[\rho]-\alpha\iint\frac{|P(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}+E_{nn}.
\]

Here \(h\) holds the kinetic energy and the nuclear attraction, and \(E_{nn}\) is the nuclear repulsion. Exact exchange is \(-\tfrac12\iint|P|^2/|\mathbf r-\mathbf r'|\) for each spin, and the two equal spins remove the factor one half. The term \(E_{xc}[\rho]\) is the part of the exchange–correlation energy that depends on the density alone. In a hybrid it already contains the reduced share of semilocal exchange. We take it to be of LDA or GGA type and twice differentiable.

### (a) How does the density matrix change?

*Write the rotation as \(\psi_i=\sum_p\varphi_p(e^K)_{pi}\), where \(K\) is anti-Hermitian and couples only occupied with virtual orbitals. Expand \(P\) to second order, and justify leaving out the other blocks of \(K\).*

**Solution.** An anti-Hermitian \(K\) makes \(e^K\) unitary, so the rotated orbitals stay orthonormal. With the occupied orbitals listed first,

\[
K=\begin{pmatrix}0&-\theta^\dagger\\ \theta&0\end{pmatrix},\qquad
P_0=\begin{pmatrix}1&0\\0&0\end{pmatrix},\qquad \theta_{ai}=x_{ai}+iy_{ai},
\]

with real \(x\) and \(y\). In the reference basis the new density matrix has the elements \(P_{pq}=\sum_i(e^K)_{pi}(e^K)^*_{qi}\), which is \(P=e^KP_0e^{-K}\). Expanding both exponentials gives

\[
P=P_0+(KP_0-P_0K)+\tfrac12(K^2P_0+P_0K^2)-KP_0K+\dots
\]

The products needed are

\[
KP_0=\begin{pmatrix}0&0\\ \theta&0\end{pmatrix},\quad
P_0K=\begin{pmatrix}0&-\theta^\dagger\\0&0\end{pmatrix},\quad
K^2=\begin{pmatrix}-\theta^\dagger\theta&0\\0&-\theta\theta^\dagger\end{pmatrix}.
\]

The first-order part is therefore

\[
P_1=\begin{pmatrix}0&\theta^\dagger\\ \theta&0\end{pmatrix}.
\]

At second order, \(K^2P_0\) and \(P_0K^2\) are both equal to \(-\theta^\dagger\theta\) in the occupied block and vanish elsewhere. The product \((KP_0)K\) has the single block \(-\theta\theta^\dagger\), in the virtual corner, and it enters with a minus sign. Hence

\[
P_2=\begin{pmatrix}-\theta^\dagger\theta&0\\0&\theta\theta^\dagger\end{pmatrix}.
\]

Its trace is zero: the charge that appears in the virtual space has left the occupied space.

A generator with only occupied–occupied and virtual–virtual blocks commutes with \(P_0\) and leaves \(P\) unchanged. Nothing is lost by omitting it. A density matrix built from orthonormal orbitals obeys \(P^2=P\), which at first order reads \(P_0P_1+P_1P_0=P_1\). In the occupied block this says \(2P_1=P_1\), and in the virtual block \(0=P_1\). Both diagonal blocks of any allowed \(P_1\) thus vanish, and the form found above is the most general one. At second order the condition reads \(P_0P_2+P_2P_0+P_1^2=P_2\). Its occupied block gives \(P_2=-\theta^\dagger\theta\) and its virtual block \(P_2=\theta\theta^\dagger\), as found above. It leaves the occupied–virtual blocks of \(P_2\) free, but these have the form of \(P_1\) and are absorbed by a second-order change of \(\theta\).

### (b) What is the gradient?

*Expand the energy in the change \(\delta P=P-P_0\), and find the terms of first order in \(\theta\).*

**Solution.** The one-electron term changes by \(2\,\mathrm{tr}(h\,\delta P)\). The density changes by \(\delta\rho(\mathbf r)=2\,\delta P(\mathbf r,\mathbf r)\), and the Hartree and density-functional terms change by

\[
\int(v_H+v_{xc})\,\delta\rho+\frac12\iint\delta\rho(\mathbf r)\left[\frac1{|\mathbf r-\mathbf r'|}+f_{xc}(\mathbf r,\mathbf r')\right]\delta\rho(\mathbf r')+\dots
\]

with

\[
v_H(\mathbf r)=\int\frac{\rho_0(\mathbf r')}{|\mathbf r-\mathbf r'|}d\mathbf r',\qquad
v_{xc}(\mathbf r)=\frac{\delta E_{xc}}{\delta\rho(\mathbf r)},\qquad
f_{xc}(\mathbf r,\mathbf r')=\frac{\delta^2E_{xc}}{\delta\rho(\mathbf r)\,\delta\rho(\mathbf r')} .
\]

The derivatives are taken with respect to the total density, at the reference density \(\rho_0\). The linear term equals \(2\,\mathrm{tr}[(v_H+v_{xc})\delta P]\).

For exact exchange we expand the square:

\[
|P_0+\delta P|^2-|P_0|^2=P_0\,\delta P^*+P_0\,\delta P+|\delta P|^2 ,
\]

because \(P_0(\mathbf r,\mathbf r')\) is real. Since \(\delta P\) is Hermitian, \(\delta P^*(\mathbf r,\mathbf r')=\delta P(\mathbf r',\mathbf r)\). Since \(P_0\) is symmetric, the two linear terms become equal after integration over both positions. Let \(\hat k\) be the exchange operator with kernel \(P_0(\mathbf r,\mathbf r')/|\mathbf r-\mathbf r'|\). The linear exchange term is then \(-2\alpha\,\mathrm{tr}(\hat k\,\delta P)\).

All linear terms combine into \(2\,\mathrm{tr}(F\,\delta P)\), where \(F\) is the Kohn–Sham matrix of the hybrid,

\[
F_{pq}=h_{pq}+2\sum_k(pq|kk)+(v_{xc})_{pq}-\alpha\sum_k(pk|kq).
\]

It is real and symmetric. Up to second order in \(\theta\) the energy is

\[
E=E_0+2\,\mathrm{tr}(FP_1)+2\,\mathrm{tr}(FP_2)+\frac12\iint\rho_1\left[\frac1{|\mathbf r-\mathbf r'|}+f_{xc}\right]\rho_1-\alpha\iint\frac{|P_1|^2}{|\mathbf r-\mathbf r'|} .
\]

In the last two terms \(\delta P\) could be replaced by \(P_1\), with \(\rho_1(\mathbf r)=2P_1(\mathbf r,\mathbf r)\), because these terms are already quadratic.

The first-order energy is

\[
2\,\mathrm{tr}(FP_1)=2\sum_{ai}F_{ai}(\theta_{ai}+\theta^*_{ai})=4\sum_{ai}F_{ai}x_{ai}.
\]

The gradient is thus \(4F_{ai}\) for the real rotation \(x_{ai}\) and zero for the imaginary rotation \(y_{ai}\). A stationary point has \(F_{ai}=0\): the Kohn–Sham matrix no longer couples occupied and virtual orbitals. The expansion did not assume this condition, so it also holds in the middle of an iteration.

### (c) What does the Kohn–Sham matrix contribute at second order?

*Evaluate \(2\,\mathrm{tr}(FP_2)\) for general real orbitals, and then for canonical ones.*

**Solution.** Inserting the two blocks of \(P_2\) gives

\[
2\,\mathrm{tr}(FP_2)=2\sum_{abi}F_{ab}\,\theta_{bi}\theta^*_{ai}-2\sum_{aij}F_{ij}\,\theta^*_{aj}\theta_{ai}.
\]

For the first sum,

\[
\theta_{bi}\theta^*_{ai}=x_{bi}x_{ai}+y_{bi}y_{ai}+i\,(y_{bi}x_{ai}-x_{bi}y_{ai}).
\]

The imaginary part changes sign when \(a\) and \(b\) are exchanged, while \(F_{ab}\) does not, so it sums to zero. The same argument with \(i\) and \(j\) applies to the second sum. We define

\[
D_{ai,bj}=F_{ab}\,\delta_{ij}-F_{ij}\,\delta_{ab},
\]

and obtain

\[
2\,\mathrm{tr}(FP_2)=2\,x^TDx+2\,y^TDy .
\]

Here \(x\) and \(y\) are treated as vectors whose components are labelled by the pair \(ai\).

Canonical orbitals make \(F\) diagonal, with orbital energies \(\varepsilon_p\). Then

\[
D_{ai,bj}=(\varepsilon_a-\varepsilon_i)\,\delta_{ab}\delta_{ij}.
\]

This is the cost of moving charge in a Kohn–Sham potential that is held fixed. Real and imaginary rotations cost the same, because a fixed real potential does not distinguish between them. Any difference must come from the response of the potential.

### (d) How does the density respond?

*Find the first-order density \(\rho_1\), and from it the Hartree and \(f_{xc}\) contributions. What do the imaginary rotations do instead?*

**Solution.** In position space the first-order density matrix is

\[
P_1(\mathbf r,\mathbf r')=\sum_{ai}\left[\theta_{ai}\,\varphi_a(\mathbf r)\varphi_i(\mathbf r')+\theta^*_{ai}\,\varphi_i(\mathbf r)\varphi_a(\mathbf r')\right].
\]

On the diagonal \(\mathbf r'=\mathbf r\) both products are the same function, so

\[
\rho_1(\mathbf r)=2\sum_{ai}(\theta_{ai}+\theta^*_{ai})\,\varphi_a(\mathbf r)\varphi_i(\mathbf r)=4\sum_{ai}x_{ai}\,\varphi_a(\mathbf r)\varphi_i(\mathbf r).
\]

The imaginary part has dropped out. One orbital shows why. For a purely imaginary rotation \(\psi_i=\varphi_i+i\eta\) to first order, with the real function \(\eta=\sum_ay_{ai}\varphi_a\). Then \(|\psi_i|^2=\varphi_i^2+\eta^2\), which has no linear term. The orbital carries a current instead:

\[
\mathrm{Im}(\psi_i^*\nabla\psi_i)=\varphi_i\nabla\eta-\eta\nabla\varphi_i .
\]

An imaginary rotation of one orbital therefore sets its electrons in motion at first order without changing their density at that order. When several orbitals are rotated together, their currents add and may cancel.

We write \((ai|f_{xc}|bj)=\iint\varphi_a\varphi_i(\mathbf r)\,f_{xc}(\mathbf r,\mathbf r')\,\varphi_b\varphi_j(\mathbf r')\). The factor \(\tfrac12\cdot4\cdot4=8\) then gives

\[
\frac12\iint\rho_1\left[\frac1{|\mathbf r-\mathbf r'|}+f_{xc}\right]\rho_1=8\sum_{ai,bj}x_{ai}\left[(ai|bj)+(ai|f_{xc}|bj)\right]x_{bj}.
\]

The Hartree part cannot be negative, since it is the electrostatic self-energy of the charge distribution \(\rho_1\). The definition of \(f_{xc}\) fixes no sign for its part; that depends on the functional. For LDA exchange, whose energy density is proportional to \(-\rho^{4/3}\), the second derivative is negative, and this part then opposes the Hartree term.

### (e) What is the kernel matrix for a GGA?

*For \(E_{xc}=\int e(\rho,\sigma)\,d\mathbf r\) with \(\sigma=|\nabla\rho|^2\), express \((ai|f_{xc}|bj)\) through derivatives of \(e\).*

**Solution.** Change the density by a small real function \(u\). The squared gradient becomes

\[
|\nabla\rho+\nabla u|^2=\sigma+s_u+|\nabla u|^2,\qquad s_u=2\,\nabla\rho\cdot\nabla u .
\]

The term \(s_u\) is of first order and \(|\nabla u|^2\) is of second order. A Taylor expansion of \(e\), with subscripts for partial derivatives, has the second-order part

\[
\int\left[\tfrac12e_{\rho\rho}u^2+e_{\rho\sigma}u\,s_u+\tfrac12e_{\sigma\sigma}s_u^2+e_\sigma|\nabla u|^2\right]d\mathbf r .
\]

The last term arises because \(\sigma\) itself is quadratic in the density. By the definition of \(f_{xc}\) this expression equals \(\tfrac12\iint u\,f_{xc}\,u\). Doubling it gives the quadratic form of the kernel. The matrix element between two different functions is the symmetric bilinear form that belongs to it. With \(p=\varphi_a\varphi_i\) and \(q=\varphi_b\varphi_j\),

\[
(ai|f_{xc}|bj)=\int\left[e_{\rho\rho}\,pq+e_{\rho\sigma}(p\,s_q+q\,s_p)+e_{\sigma\sigma}\,s_ps_q+2e_\sigma\nabla p\cdot\nabla q\right]d\mathbf r .
\]

Setting \(q=p=u\) recovers the quadratic form. For an LDA only the first term remains. In a hybrid, \(e\) contains the reduced semilocal exchange, so no further factor of \(1-\alpha\) is to be applied.

## Second half: exact exchange, the Hessian and its use

We take over the following. The rotation amplitudes are \(\theta_{ai}=x_{ai}+iy_{ai}\), from occupied \(i\) to virtual \(a\), for real reference orbitals and equal rotations of both spins. The first-order density matrix \(P_1\) has the virtual–occupied block \(\theta\) and the occupied–virtual block \(\theta^\dagger\). The density response is \(\rho_1=4\sum x_{ai}\varphi_a\varphi_i\). The gradient is \(4F_{ai}\) for \(x_{ai}\) and zero for \(y_{ai}\). With \(D_{ai,bj}=F_{ab}\delta_{ij}-F_{ij}\delta_{ab}\), the second-order energy is

\[
E_2=2x^TDx+2y^TDy+8\sum x_{ai}\left[(ai|bj)+(ai|f_{xc}|bj)\right]x_{bj}-\alpha\iint\frac{|P_1|^2}{|\mathbf r-\mathbf r'|} .
\]

### (f) What does exact exchange add?

*Evaluate the last term, keeping \(x\) and \(y\) apart.*

We now have the gradient and, at second order, the contributions of the Kohn–Sham matrix, the Hartree term and \(f_{xc}\), including the GGA form of the kernel. What remains is to evaluate the exact-exchange term, assemble the Hessian, and apply it to stability, the SCF iteration, oscillation frequencies and water.
